# Selection rules for L-to-L phonon scattering in germanium

**Q.** I am working out which phonons scatter a conduction electron in germanium from one L valley to another. The phonon sits at X. I multiply the characters of the two L states, decompose the product, and find that the longitudinal phonons and one transverse phonon are allowed. Those are all the selection rules there are, so I intend to give the transverse phonon a deformation potential like the longitudinal one. Do you agree?

**A.** I agree with your product, but not that it contains all the rules. It uses the space group and omits time reversal. Let us first see what the space group says about one matrix element, because a character count hides that.

Put the origin on an atom and the second atom of the cell at $\tau=\frac a4(1,1,1)$. The bond directions are
$$b_1=(1,1,1),\quad b_2=(-1,-1,1),\quad b_3=(1,-1,-1),\quad b_4=(-1,1,-1),$$
and the valleys are at $L_i=\frac{\pi}{a}b_i$. Then $L_2-L_1=\frac{2\pi}{a}(-1,-1,0)$. Adding the reciprocal vector $\frac{2\pi}{a}(1,1,1)$ gives $\frac{2\pi}{a}(0,0,1)$, which is X on the $z$ axis. The pair $L_3,L_4$ has the same difference; the remaining pairs belong to the other two X points.

I leave out spin for now. The conduction state $\psi_1$ is of type L1: nondegenerate, unchanged by the point operations about an atom that preserve $b_1$, and even about the centre of the bond along $b_1$. The other $\psi_i$ are its rotated copies.

**Q.** And the phonons? I need to know which transverse branch is which.

**A.** At this X point a displacement pattern is fixed by the displacements of the atoms at $0$ and $\tau$. The four neighbours of the atom at $0$ lie at $\frac a4b_i$. If the atom at $\tau$ moves by $\mathbf w$, the phase of the wave makes these neighbours move by $+\mathbf w,+\mathbf w,-\mathbf w,-\mathbf w$.

Let the atom at $0$ move by $u\hat x$ and the one at $\tau$ by $w\hat y$. The stretch of each bond, times $\sqrt3$, is $b_i\cdot(\pm w\hat y-u\hat x)$. For the four bonds this gives
$$w-u,\quad -(w-u),\quad w-u,\quad -(w-u).$$
The pattern $w=u$ stretches no bond, and $w=-u$ stretches all four.

To attach energies, take nearest-neighbour springs with matrices $K_i=\alpha\,\mathbb 1+\beta(b_ib_i^T-\mathbb 1)$ and absorb the mass into $\alpha,\beta$. The four springs give $4\alpha$ on the diagonal. Between $x$ on one atom and $y$ on the other, the products $b_{ix}b_{iy}=1,1,-1,-1$ meet the signs $+,+,-,-$ and add to $4\beta$. Hence
$$\omega^2=4(\alpha-\beta)\ \text{for } w=u,\qquad \omega^2=4(\alpha+\beta)\ \text{for } w=-u.$$
For $\beta>0$ the first is TA and the second TO. Exchanging $x$ and $y$ gives the degenerate partner of each. For motion along $z$ the couplings between the two atoms cancel, so LA and LO are degenerate with $\omega^2=4\alpha$.

**Q.** Then let the space group act.

**A.** Two operations do the work. The first is $C$, the twofold rotation about $z$ through the atom at $0$. It exchanges $L_1$ and $L_2$. I choose $\psi_2=C\psi_1$, so that $C\psi_2=C^2\psi_1=\psi_1$. It reverses $\hat x$ and $\hat y$ and carries the atom at $\tau$ to one moving in phase with it. Every transverse displacement potential $V$ therefore obeys $CVC^{-1}=-V$. With $M_{ij}=\langle\psi_i|V|\psi_j\rangle$,
$$M_{21}=\langle C\psi_2|CVC^{-1}|C\psi_1\rangle=-\langle\psi_1|V|\psi_2\rangle=-M_{12}.\tag{1}$$

The second is $g:\ (x,y,z)\to(-y,-x,-z)+\tau$. It is the mirror $x\leftrightarrow y$ followed by inversion about $\tau/2$. The mirror leaves $\psi_1$ and $\psi_2$ alone. The point $\tau/2$ is the centre of the bond along $b_1$, so $g\psi_1=\psi_1$.

For $\psi_2$ the natural centre is $\frac a8b_2$. Inversion about $\tau/2$ equals inversion about that centre followed by the translation $R=\tau-\frac a4b_2=\frac a2(1,1,0)$. Since $L_2\cdot R=-\pi$, this translation gives a factor $-1$, and $g\psi_2=-\psi_2$.

Now apply $g$ to the phonons. It exchanges the atoms at $0$ and $\tau$ and sends $\hat x\to-\hat y$, $\hat y\to-\hat x$. The pattern ($\hat x$ at $0$, $w\hat y$ at $\tau$) becomes ($-w\hat x$ at $0$, $-\hat y$ at $\tau$). That is minus itself for TA ($w=1$) and plus itself for TO ($w=-1$). Therefore
$$M_{21}=\langle g\psi_2|gVg^{-1}|g\psi_1\rangle=\begin{cases}(-1)(-1)M_{21}=M_{21}&\text{TA},\\(-1)(+1)M_{21}=-M_{21}&\text{TO}.\end{cases}\tag{2}$$

TO is forbidden by the space group. For TA, equation (2) says nothing, and equation (1) relates two elements without making either vanish. Your allowed transverse phonon is TA.

**Q.** So it is allowed, as I said. Where would a further condition come from?

**A.** From the fact that $V$ is an ordinary potential. Twice $L_i$ is a reciprocal vector, so $\psi_i^*$ has the same wavevector and energy as $\psi_i$. As the level is nondegenerate, $\psi_i$ can be chosen real. The phonon pattern at X is real too. Thus
$$M_{21}=\int\psi_2V\psi_1\,d^3r=\int\psi_1V\psi_2\,d^3r=M_{12}.\tag{3}$$
Together with equation (1), $M_{21}=-M_{21}=0$. The TA phonon is forbidden.

The same reasoning covers any Hermitian operator. If it is even under time reversal, its elements between real states are real, and hermiticity makes the matrix symmetric. If it is odd, they are imaginary and the matrix is antisymmetric. The space group permits TA an antisymmetric matrix, and a potential cannot supply one.

**Q.** Could the zero be a hidden spatial symmetry that you have credited to time reversal?

**A.** That can be decided by keeping the spatial symmetry and changing the behaviour under time reversal. Replace $V$ by
$$W=\tfrac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p),$$
where $\mathbf A(\mathbf r)$ is a sum of Gaussians centred on the atoms, each multiplied by that atom's displacement. $W$ transforms under the space group just as $V$ does, but it is odd under time reversal.

I evaluated both operators with L states from a plane-wave pseudopotential calculation, described below. For a field of fixed strength, and with momentum in units of $2\pi\hbar/a$, $W$ gives 2.5 for TA and about $10^{-15}$ for LA/LO and TO. The potential $V$ gives zero for TA and TO to rounding, and a finite value for LA/LO. The space group does leave room for TA; time reversal closes it. Accordingly, equation (3) is not available in a magnetic field.

**Q.** I would still like to do this with characters. Is there a version that includes time reversal?

**A.** Yes, Lax's test. Let $D(h)$ be the matrices by which a space-group operation $h$ acts on the four $\psi_i$, with trace $\chi(h)$. The ordered products of two such states transform with character $\chi(h)^2$. Let $S$ exchange the two factors. The projectors on symmetric and antisymmetric combinations are $\frac12(1\pm S)$, and
$$\mathrm{Tr}\big[(D\otimes D)S\big]=\sum_{ij}D_{ij}D_{ji}=\mathrm{Tr}\,D(h)^2=\chi(h^2).$$
The two squares therefore have characters
$$\chi_\pm(h)=\tfrac12\left[\chi(h)^2\pm\chi(h^2)\right].\tag{4}$$
A phonon representation with character $\chi_{\rm ph}$ is contained $\frac1{|G|}\sum_h\chi_{\rm ph}(h)^*\chi_\pm(h)$ times. For spinless electrons the count in the symmetrised square is the one that matters; what lies in the antisymmetrised square is forbidden.

The operation $g$ shows how it works. It gives $\psi_1$ a factor $+1$ and $\psi_2$ a factor $-1$, and it exchanges $\psi_3$ and $\psi_4$ up to sign, so $\chi(g)=0$. Also $g^2$ is the identity, so $\chi(g^2)=4$ and $\chi_-(g)=-2$. This comes wholly from the two antisymmetric pairs at our X point, each of which changes sign. The two TA modes also have trace $-2$, whereas the TO modes have $+2$.

A periodic crystal of 16 atoms is large enough to hold every L and X wave. It has 384 operations, and summing over all of them gives these counts:

| Phonon | Full product | Symmetrised | Antisymmetrised |
|---|---|---|---|
| LA/LO | 1 | 1 | 0 |
| TA | 1 | 0 | 1 |
| TO | 0 | 0 | 0 |

Your calculation is the first column.

**Q.** Electrons have spin, and germanium has appreciable spin-orbit coupling. Does that restore TA?

**A.** Not at these points. With spin, a Hermitian operator that is even under time reversal has the form
$$S_{ij}\,\mathbb 1+i\sum_kN^{k}_{ij}\sigma_k,$$
with $S$ real symmetric and each $N^k$ real antisymmetric. Time reversal changes the sign of both $i$ and $\sigma_k$, so the second term survives. The antisymmetric orbital pairs can thus contribute when joined to a spin operator. In terms of the complete spinor states the roles are exchanged: because time reversal now squares to $-1$, the allowed couplings lie in the antisymmetrised square.

Test TA with $C$ and $g$. Under $C$ the antisymmetric pair and the TA mode both change sign, so the spin operator must not, which leaves $\sigma_z$. Under $g$ the pair and TA again both change sign, but $\sigma_z$ does too, because the rotation in $g$ reverses $z$. The product is odd, and TA stays forbidden.

For TO, which is even under $g$, the sign of $\sigma_z$ cancels that of the pair, and one spin-dependent coupling is allowed. The spinor character count agrees: with time reversal included, TA falls from 2 couplings to 0, TO from 2 to 1, and LA/LO keeps 2. The strength of the TO term does not follow from symmetry.

**Q.** Thermal electrons are not exactly at L, though. How quickly does the rule fail?

**A.** Let the electron go from $L_1+\delta$ to $L_2+\delta'$. Write $p=\delta'-\delta$ for the phonon's offset from X and $s=(\delta+\delta')/2$ for the mean shift. The TA element vanishes at the origin, so to first order it is $F=A\cdot s+B\cdot p$.

Time reversal exchanges the initial and final states and reverses their wavevectors. Following it with $C$ restores the valley order and, as in equation (1), gives a minus sign:
$$F(\delta,\delta')=-F(-C\delta',-C\delta).$$
This replaces $s$ by $-Cs$ and $p$ by $Cp$, so $A\cdot s+B\cdot p=A\cdot Cs-B\cdot Cp$. As $C$ reverses $x$ and $y$ only, $A_x=A_y=0$ and $B_z=0$.

Next, $g$ leaves the TA element unchanged while sending $(x,y,z)$ to $(-y,-x,-z)$. It follows that $A_z=-A_z=0$ and $B_y=-B_x$. What remains is
$$F=B_x(p_x-p_y).\tag{5}$$
If both electron wavevectors shift equally, $p=0$ and the coupling begins at second order. In the numerical model, doubling $p$ along $x$ multiplies the TA coupling by 2.00, and doubling an equal shift in a general direction multiplies it by 3.98.

**Q.** Put numbers on it. What would my original plan have cost?

**A.** Take rough typical values for germanium at 300 K: density $5.3\ \mathrm{g/cm^3}$, longitudinal and transverse masses $1.6$ and $0.08\,m_e$, and X phonons of 10 meV (TA) and 34 meV (TO). The springs then give LA/LO the energy $\sqrt{(10^2+34^2)/2}=25.1$ meV. This is a little low, since the value in real germanium is nearer 30 meV. Using that instead would raise the ratios of TA to LA/LO rates found below by a factor of roughly one and a half. For LA/LO I take $D=3\times10^8$ eV/cm. This is an input, defined by
$$|M|^2=\frac{\hbar D^2}{2\rho V\omega}\times\begin{cases}n&\text{absorption},\\n+1&\text{emission},\end{cases}$$
where $V$ is now the crystal volume, $n$ the phonon occupation, and $D^2$ is summed over degenerate modes.

The golden rule, $\frac{2\pi}\hbar\sum|M|^2\delta(\ldots)$, turns the sum over final states into $V$ times the density of states $N$ per valley and spin. Three final valleys give
$$W=\frac{3\pi D^2}{\rho\omega}\left[nN(E+\hbar\omega)+(n+1)N(E-\hbar\omega)\right].\tag{6}$$
Here $N(E)\propto\sqrt E$, with the mass $(1.6\times0.08^2)^{1/3}m_e=0.217\,m_e$.

Take an electron at $E=\frac32k_BT=38.8$ meV. For LA/LO, $n=0.61$, and equation (6) gives $W=8.0\times10^{11}\ \mathrm{s^{-1}}$. Now give TA the same $D$, as you proposed. Its occupation is $n=2.12$, and with energies in meV the ratio of the two rates is
$$\frac{25.1}{10}\times\frac{2.12\sqrt{48.8}+3.12\sqrt{28.8}}{0.61\sqrt{63.8}+1.61\sqrt{13.7}}\approx7.3.$$
The spurious TA rate is $5.8\times10^{12}\ \mathrm{s^{-1}}$. The error is large because a soft phonon has a large amplitude and a large occupation.

**Q.** And the true TA rate, from the thermal offsets?

**A.** For that I need $B_x$, and here the pseudopotential model comes in. It has $a=0.566$ nm and 108 plane waves. Its local potential passes through $-0.23$, $0.01$ and $0.06$ Ry at squared wavevectors 3, 8 and 11 in units of $(2\pi/a)^2$. It is interpolated smoothly between them and from $-0.56$ Ry at zero, and it vanishes from 16 on. The L edge lies below the Γ edge, at 0.96 against 1.22 eV above the valence top. Moving each atom's potential rigidly with the atom gives a first-order TA constant of 8.3 eV for $p$ along $x$, the two TA modes being combined as the root of the sum of squares.

At 38.8 meV the energy ellipsoid has a longitudinal radius of 0.115 and a transverse radius of $k_t=0.0257$, in units of $2\pi/a$. The long axes, $b_1$ and $b_2$, have equal $x$ and $y$ components, so in equation (5) only the transverse radius counts. Each electron contributes $\frac23k_t^2$ to the mean square of $p_x-p_y$. The two together give an rms of $\sqrt{4/3}\,k_t=0.030$, or $3.3\times10^6\ \mathrm{cm^{-1}}$. Hence
$$D_{\rm TA}\approx8.3\ \mathrm{eV}\times3.3\times10^6\ \mathrm{cm^{-1}}=2.7\times10^7\ \mathrm{eV/cm}.$$

Direct evaluation for 200 random pairs of points on the two ellipsoids gives $2.8\times10^7$ eV/cm. Both points lie on the 38.8 meV ellipsoids of the assumed masses (the model's own masses, 1.41 and $0.092\,m_e$, differ somewhat), so the change of electron energy was ignored in choosing them. The residual TA rate is then $5.0\times10^{10}\ \mathrm{s^{-1}}$, about 0.9% of the spurious rate and 6% of the LA/LO rate. The corresponding TO rate is $1.2\times10^{10}\ \mathrm{s^{-1}}$.

**Q.** You took the LA/LO coupling as an input. Why not use the model's own value?

**A.** Because the model does badly there. At exact L and X it gives $1.3\times10^7$ eV/cm, far below the few times $10^8$ eV/cm that is roughly typical for germanium, and below even the model's thermal TA value. Symmetry says which couplings may be nonzero, not that they are large.

Nor do the bands at L fix this number. They sample the potential only at reciprocal vectors, while a phonon at X samples it only in between. Lowering or raising the potential by 0.04 Ry at squared wavevector 5.5 leaves the L energies unchanged but turns the LA/LO value into $4.4\times10^7$ or $0.6\times10^7$ eV/cm. The TA and TO zeros survive both changes, but the first-order TA constant moves as well, from 8.3 eV to 6.6 or 9.6 eV.

**Q.** How much of this may I carry over to a real germanium device?

**A.** In unstrained bulk material without a magnetic field the zero at the exact points carries over, since it rests on the crystal's symmetry and time reversal. Strain or an interface that removes the rotation $C$ can lift it. Even in bulk material the electrons do not sit exactly at L, and in the example that adds a TA rate of about 6% of the LA/LO rate. This percentage combines a chosen LA/LO coupling with a model TA coupling. The two are not independent, because away from X the TA polarisation acquires some LA/LO character. In the spring model an offset $p_x$, in units of $2\pi/a$, couples $x$ on one atom to $z$ on the other with strength $2\pi\beta p_x$. Divided by the gap $4\beta$, and with the weight $1/\sqrt2$ of $x$ in the TA pattern, this gives an admixture $\pi p_x/(2\sqrt2)$, which adds $Da/(4\sqrt2)$ to the TA constant. That is only 0.13 eV for the model's own LA/LO value, but 3.0 eV for $D=3\times10^8$ eV/cm, with a sign that symmetry does not fix. The constant would then be about 11 or 5 eV, and the percentage about 11% or 2.4%. I would take the 6% only as meaning a few to ten per cent. It should grow for hotter electrons, since in equation (5) the squared coupling rises in proportion to energy.

Two other assumptions are milder here. The broadening $\hbar W$ for the LA/LO rate is 0.5 meV, small beside 38.8 meV. The empty final states assumed in equation (6) require an electron density well below the effective density of states, $1.0\times10^{19}\ \mathrm{cm^{-3}}$. Self-consistent screening of the displacement, nonlocal potentials and two-phonon processes are left out.

**Q.** Then in my transport code TA gets no constant deformation potential for L-to-L scattering. If I keep it at all, it gets a coupling that vanishes, to first order, when the phonon is at X.

**A.** Yes, with the form of equation (5) for this pair of valleys and its rotated forms for the others. And when you next count characters between equivalent valleys whose wavevectors are their own time-reversed partners, split the product into its two squares before reading off what is allowed.
